# Why More Accelerator Can Spoil Copper Trench Filling

## Definitions and conventions

A trench of width \(w\) and depth \(h\) has vertical side walls and a flat bottom. Before plating, its whole surface carries an adsorbed accelerator at fractional coverage \(\theta_0\), where \(\theta=1\) is a full layer. Plating then takes place in a bath without accelerator, so the adsorbed amount is the entire supply.

The local growth speed is taken as linear in coverage,

\[
v(\theta)=v_0+(v_1-v_0)\theta=v_0(1+k\theta),\qquad k=\frac{v_1}{v_0}-1>0 .
\]

The accelerator stays on the surface of the growing metal. The surface is divided into two zones:

- The walls keep the coverage \(\theta_0\), because a flat wall moving parallel to itself does not change its area per adsorbed molecule. Their speed is \(v_s=v(\theta_0)\).
- The bottom has a uniform coverage \(\theta_b(t)\) and speed \(v_b=v(\theta_b)\). When the rising bottom overruns a piece of wall, the accelerator on that piece joins the bottom.

Coverage cannot exceed 1, and any surplus leaves the surface. Burial of accelerator in the metal and depletion of copper ions are neglected at first.

Let \(W(t)\) be the remaining gap between the walls, \(u=W/w\), and \(y(t)\) the height of the bottom. Then

\[
\frac{dW}{dt}=-2v_s,\qquad \frac{dy}{dt}=v_b .
\]

The walls meet at \(t_c=w/(2v_s)\), when each has grown by \(w/2\). The shape of the growth is measured by

\[
R=\frac{y(t_c)}{w/2},
\]

calculated for a trench deep enough that the bottom has not reached the mouth by then. Conformal growth, equally thick everywhere, has \(R=1\).

A trench of depth \(h\) counts as filled if \(y\) reaches \(h\) before the gap closes, which requires \(R\ge 2h/w\). Otherwise the walls meet first and leave a seam along the middle, which is counted here as a failure to fill. Growth around the top corners does not alter this criterion: metal growing out from a corner spreads over a rounded front, so the opening above the original mouth is no narrower than the gap below it.

## The counter-example

Consider the claim that, for a given trench and given \(v_0\) and \(v_1\), raising \(\theta_0\) always improves filling. Take \(w=100\) nm and \(h=150\) nm, so that filling needs \(R\ge3\). Let the current density be 1 mA/cm² on a surface free of accelerator and 20 mA/cm² at full coverage.

Each copper ion takes two electrons, so Faraday's law gives \(v=i\Omega/(2F)\), with \(\Omega=7.1\) cm³/mol the molar volume of copper and \(F\) the Faraday constant. The speeds are \(v_0=0.368\) nm/s and \(v_1=7.36\) nm/s, and \(k=19\).

**High coverage fails.** The bottom can never grow faster than \(v_1\). Hence \(y(t_c)\le v_1t_c\), or

\[
R\le\frac{v_1}{v_s}.
\]

At \(\theta_0=0.98\) this ratio is 1.019, so the bottom is at most 51 nm high when the walls meet. At \(\theta_0=0.5\) it is 1.905, which allows at most 95 nm. Neither coverage fills the trench.

**A lower coverage succeeds.** For \(\theta_0=0.06\) the bottom coverage must be followed in time. Per unit length of trench, the bottom holds \(\theta_bW\). It began with \(\theta_0w\) and has collected \(2\theta_0y\) from the two walls. Before saturation,

\[
\theta_bW=\theta_0(w+2y).
\]

Differentiating and inserting the two speeds gives

\[
W\frac{d\theta_b}{dt}=2v_s\theta_b+2\theta_0v_b .
\]

The first term is compression of the bottom by the advancing walls; the second is the collection of wall accelerator. Both are positive. The bottom coverage therefore rises, and once it reaches 1 the continuing supply holds it there.

To use the gap as the variable, divide by \(dW/dt=-2v_s\):

\[
\frac{d\theta_b}{d\ln u}
=-\left[\theta_b+\theta_0\frac{1+k\theta_b}{1+k\theta_0}\right].
\]

The terms proportional to \(\theta_b\) have the coefficient \(1+k\theta_0/(1+k\theta_0)\), and the constant term is \(\theta_0/(1+k\theta_0)\). The equation is therefore

\[
\frac{d\theta_b}{d\ln u}=-a(\theta_b+\beta),\qquad
a=\frac{1+2k\theta_0}{1+k\theta_0},\qquad
\beta=\frac{\theta_0}{1+2k\theta_0}.
\]

With \(\theta_b=\theta_0\) at \(u=1\), its solution is

\[
\theta_b=(\theta_0+\beta)u^{-a}-\beta .
\]

Setting \(\theta_b=1\) gives the relative gap at which the bottom saturates:

\[
u_*=\left(\frac{\theta_0+\beta}{1+\beta}\right)^{1/a}.
\]

For \(\theta_0=0.06\), \(k\theta_0=1.14\). Thus \(a=3.28/2.14=1.533\) and \(\beta=0.06/3.28=0.0183\). When half the gap remains, the bottom coverage is 0.21, already more than three times that of the walls. Saturation comes at

\[
u_*=\left(\frac{0.0783}{1.0183}\right)^{1/1.533}=0.1875,
\]

that is, at a gap of 18.75 nm. The inventory relation with \(\theta_b=1\) then gives the height:

\[
y_*=\frac w2\left(\frac{u_*}{\theta_0}-1\right)
=50\left(\frac{0.1875}{0.06}-1\right)\text{ nm}=106\text{ nm}.
\]

From here the bottom moves at \(v_1\), while each wall moves at \(v_s=0.787\) nm/s. The bottom has about 43.7 nm still to climb, during which the gap shrinks by

\[
\frac{2v_s}{v_1}\times43.7\text{ nm}=\frac{2\times43.7}{9.35}\text{ nm}\approx9.35\text{ nm}.
\]

The bottom reaches the mouth with a gap of 9.4 nm still open, after \((100-9.4)/(2\times0.7874)\approx57.5\) s. The trench fills at \(\theta_0=0.06\) and fails at 0.5 and 0.98, which refutes the claim within this model.

## The height ratio in closed form

In a deeper trench the bottom would continue at \(v_1\) until the walls met. The remaining time is \(u_*w/(2v_s)\), so

\[
y(t_c)=\frac w2\left(\frac{u_*}{\theta_0}-1\right)+\frac{v_1}{v_s}\frac{u_*w}{2}.
\]

Division by \(w/2\) gives

\[
R=u_*\left(\frac1{\theta_0}+\frac{v_1}{v_s}\right)-1 .
\]

With the trench width and both limiting speeds held fixed, the results are:

| \(\theta_0\) | \(v_s\) (nm/s) | \(t_c\) (s) | \(y(t_c)\) (nm) | \(R\) |
|---:|---:|---:|---:|---:|
| 0.0001 | 0.369 | 136 | 51.6 | 1.03 |
| 0.001 | 0.375 | 133 | 62.1 | 1.24 |
| 0.06 | 0.787 | 63.5 | 194 | 3.88 |
| 0.5 | 3.86 | 12.9 | 87.4 | 1.75 |
| 0.98 | 7.22 | 6.9 | 51.0 | 1.02 |

The heights for \(\theta_0=0.06\) refer to a trench deeper than the example's 150 nm. The table separates speed from shape. More accelerator shortens the closure time throughout, since \(v_s\) increases with \(\theta_0\). Filling instead depends on the bottom being faster than the walls, and that contrast is small in both the first and last rows.

## The correct general statement

For any fixed \(k>0\) in this two-zone model,

\[
1<R\le\frac{v_1}{v_s}\quad(0<\theta_0<1),\qquad
R\to1\ \text{ as }\theta_0\to0\ \text{ and as }\theta_0\to1 .
\]

Consequently \(R\) has a maximum at an intermediate coverage.

**Proof of the bounds.** The upper bound was obtained above. For the lower one, \(\theta_b\) starts at \(\theta_0\) and rises until it reaches 1. Thus \(v_b>v_s\) at all times after the start, and \(y(t_c)>v_st_c=w/2\).

**The saturated limit.** Write \(\theta_0=1-\varepsilon\). The upper bound becomes

\[
\frac{v_1}{v_s}=\frac{1+k}{1+k-k\varepsilon}
=1+\frac{k}{1+k}\varepsilon+O(\varepsilon^2).
\]

Since \(R\) lies between 1 and this quantity, \(R\to1\).

The bound also gives the leading term. Because \(v_b\ge v_s\), the equation for \(\theta_b\) shows that \(-d\theta_b/d\ln u\ge\theta_b+\theta_0\ge2\theta_0\). The missing coverage \(\varepsilon\) is therefore made up while \(|\ln u|\) grows by no more than \(\varepsilon/(2\theta_0)\). During that short interval the bottom speed falls below \(v_1\) by a relative amount of order \(\varepsilon\), so the loss in \(R\) is of order \(\varepsilon^2\). Hence

\[
R-1=\frac{k}{1+k}(1-\theta_0)+O\big((1-\theta_0)^2\big).
\]

At \(\theta_0=0.98\) the leading term is \(0.95\times0.02=0.019\), in agreement with the table.

**The dilute limit.** Let \(L=\ln[1/(2\theta_0)]\). The definitions of \(a\) and \(\beta\) give

\[
\theta_0+\beta=\frac{2\theta_0(1+k\theta_0)}{1+2k\theta_0}=\frac{2\theta_0}{a}.
\]

For small \(\theta_0\) at fixed \(k\), \(a=1+k\theta_0+O(\theta_0^2)\) and \(\beta=\theta_0+O(\theta_0^2)\). Therefore

\[
\begin{aligned}
\ln u_*&=\frac1a\left[\ln(2\theta_0)-\ln a-\ln(1+\beta)\right]\\
&=(1-k\theta_0)\left[-L-k\theta_0-\theta_0\right]+O(\theta_0^2L)\\
&=-L+k\theta_0L-(k+1)\theta_0+O(\theta_0^2L).
\end{aligned}
\]

Exponentiation, with \(e^{-L}=2\theta_0\), yields

\[
u_*=2\theta_0\left[1+k\theta_0L-(k+1)\theta_0+O(\theta_0^2L^2)\right].
\]

In the formula for \(R\), the part \(u_*/\theta_0\) is twice this bracket. The part \(u_*v_1/v_s\) is \(2(k+1)\theta_0\) to first order, and it cancels the last first-order term of the other part. What remains is

\[
R-1=2k\theta_0\ln\frac1{2\theta_0}+O(\theta_0^2L^2),
\]

which tends to zero.

**The maximum.** The closed form is continuous for \(0<\theta_0\le1\), and the limit just found extends it continuously to \(R=1\) at \(\theta_0=0\). At \(\theta_0=1\) every surface moves at \(v_1\), so \(R=1\) there too. A continuous function on a closed interval has a maximum. As \(R\) exceeds 1 inside and equals 1 at both ends, the maximum lies inside. \(\square\)

The proof does not show that there is a single peak for every \(k\). For \(k=19\), evaluation at 600 logarithmically spaced coverages from \(10^{-6}\) to 1 gave one rise followed by one fall.

## What the two limits mean

At low coverage the walls and bottom both start near \(v_0\). The bottom becomes saturated only when the gap has shrunk to about \(2\theta_0w\), and little growth remains to exploit the gain. For \(\theta_0=0.0001\) this gap is 0.02 nm, smaller than an atom, so the final acceleration has no literal meaning. When the gap is still 1 nm, the bottom has grown 50.2 nm and each wall 49.5 nm: growth is nearly conformal while the gap is still several atoms wide. The coverage itself is only an average here: with a full layer near \(10^{-9}\) mol/cm², molecules at \(\theta_0=0.0001\) lie about 40 nm apart, comparable with the trench width.

“Very low” must be judged by \(k\theta_0\ln[1/(2\theta_0)]\ll1\), not by \(\theta_0\ll1\) alone. A coverage of 0.001 raises the wall speed by only 2%, yet gives \(R=1.24\). In the example, \(R<1.1\) requires \(\theta_0<0.00036\) on the dilute side or \(\theta_0>0.902\) on the saturated side. The dilute figures include growth in gaps of atomic size: saturation comes at 0.22 nm for \(\theta_0=0.001\) and at 0.075 nm for 0.00036. Counted only until a 1 nm gap remains, the ratio of bottom to wall growth at \(\theta_0=0.001\) is 1.14, and it falls below 1.1 for \(\theta_0<0.0007\).

At high coverage there is plenty of accelerator to collect, but the bottom cannot use it. This can be isolated by removing the coverage ceiling from the equations and extending the linear speed law beyond \(\theta=1\), an unphysical step made only to identify the cause. For \(\theta_0=0.98\), the mean ratio of bottom speed to wall speed, taken until one tenth of the gap remains, is then 9.0. With the ceiling it is 1.02. The value 9.0 depends on the stopping point: without a ceiling the ratio grows without bound as the gap closes, because \(a>1\). Saturation is what removes the contrast.

Between the limits, the best coverage is 0.057, with \(R=3.88\) and a greatest fillable depth of 194 nm. The 150 nm trench fills for \(\theta_0\) between about 0.016 and 0.19. These figures also count growth down to zero gap; counted only until a 1 nm gap remains, the depth is 189 nm and the window is 0.018 to 0.18. The optimum depends on the speed ratio: for \(v_1/v_0=5\), 20 and 100 it lies at \(\theta_0=0.135\), 0.057 and 0.018, with \(R=2.1\), 3.9 and 7.9. Among these three cases, a larger contrast gives better filling and calls for less accelerator.

## Relation to a real plating process

The dimensions and current densities are rough values in the regime of copper damascene plating; many interconnect trenches are narrower and relatively deeper. The model corresponds most closely to a surface treated with accelerator and then plated in a bath without it. The slow speed \(v_0\) is that of a surface blocked by the suppressor in the bath, not of additive-free copper. Fixed \(v_0\) and \(v_1\) correspond to plating at fixed potential; at fixed total current both speeds shift with \(\theta_0\), and the closure times in the table do not carry over. In an ordinary bath containing accelerator, adsorption continues during growth, so \(\theta_0\) alone no longer fixes the result. That effect is not estimated here, and the coverage window above is not a recipe for such a bath.

Uniform mixing across the bottom is also an approximation. For surface diffusion to provide it, the mixing time \(w^2/D_s\) must be short compared with \(w/v_1\), so the surface diffusivity must satisfy \(D_s\gg wv_1\approx7\times10^{-12}\) cm²/s. Diffusion that fast, if equally free on the walls, would also carry accelerator up them over distances of order \(w\) or more and weaken the contrast between bottom and walls. Surface diffusion therefore does not justify the two-zone picture. The uniform bottom remains an assumption, which a calculation following the local surface shape and coverage would replace. A separate question is how completely the wall accelerator is transferred: suppose half of the overrun wall accelerator is lost. At \(\theta_0=0.06\), \(R\) falls from 3.88 to 3.24, or by 16%; at 0.0001 and 0.98 it remains within 3% of conformal.

Burial can be represented by letting coverage decay by a factor \(1/e\) for each 1000 nm of deposit, an assumed length. The ratios at \(\theta_0=0.0001\), 0.06 and 0.98 become 1.03, 3.85 and 1.04. For this length the intermediate coverage remains far better, but the conclusion depends on the length assumed. Burial strips the walls while the bottom is resupplied, so the saturated limit is no longer conformal. For 100 nm the ratios at 0.06 and 0.98 are 3.4 and 1.3. For 30 nm they are 2.2 and 2.4, the best value is about 2.8 near \(\theta_0=0.3\), and the 150 nm trench no longer fills. For 10 nm the largest ratio between \(\theta_0=0.01\) and 1, about 1.7, lies at full coverage. The interior optimum found above thus requires a burial length that is not small compared with the trench width.

Copper ions must also diffuse into the trench. At distance \(z\) below the mouth, their flux feeds the walls further down and the bottom. For a remaining depth \(\ell\),

\[
DW\left|\frac{dc}{dz}\right|=\frac{2v_s(\ell-z)+v_bW}{\Omega}.
\]

Integration from 0 to \(\ell\) gives the concentration drop

\[
\Delta c=\frac{v_s\ell^2/W+v_b\ell}{\Omega D}.
\]

With \(D=5\times10^{-6}\) cm²/s and a bulk concentration of 0.25 mol/L, the drop at \(\theta_0=0.98\) is 0.3% of the bulk value initially and 1.0% when one tenth of the gap remains. This is the drop between the original mouth and the bottom; the rounded throat grown above the mouth adds up to about 0.5% more, shared by all surfaces inside the trench. It slows the bottom relative to the upper walls, and late in filling it is comparable with the 1.9% advantage predicted there. It also slows the lower walls relative to the upper ones. Whenever the bottom has not reached the mouth in time, the gap therefore closes first at the top, whatever advantage the bottom had, and the seam becomes a thin void. With speeds proportional to concentration this void is less than 1 nm wide for the present dimensions, and the trench at \(\theta_0=0.06\) still fills.

Outside the trench, a 50 µm diffusion layer carrying 20 mA/cm² would lower the concentration over a flat surface by about 41%; if the current itself falls in proportion to the concentration, the drop is 29%. Densely spaced trenches add area and increase it. If all growth speeds are proportional to copper concentration, this common factor cancels in \(R\), though it lengthens the filling time. The numerical output below gives the main values used here.

## Computed results

```
trench width 100 nm, depth 150 nm
current densities 1 and 20 mA/cm2
copper molar volume 7.1 cm3/mol
speeds v0 = 0.3679 nm/s, v1 = 7.359 nm/s; k = 19.0
theta0 | wall nm/s | closure s | bottom height nm | R | v1/vs
0.0001 | 0.3686 | 135.64 | 51.63 | 1.0325 | 19.9621
0.0010 | 0.3749 | 133.36 | 62.09 | 1.2418 | 19.6271
0.0600 | 0.7874 | 63.50 | 193.91 | 3.8783 | 9.3458
0.5000 | 3.8633 | 12.94 | 87.41 | 1.7482 | 1.9048
0.9800 | 7.2188 | 6.93 | 50.96 | 1.0193 | 1.0194
worked case theta0 = 0.06: a = 1.5327, beta = 0.01829
  bottom coverage at half gap = 0.2082
  saturation: u* = 0.1875, gap = 18.75 nm
  bottom height at saturation = 106.3 nm
  bottom at mouth: gap = 9.40 nm, time = 57.5 s
saturation gap at theta0 = 0.0001: 0.0203 nm
best theta0 = 0.0566, R = 3.881, largest filled depth = 194.0 nm
R needed to fill = 3.00
fill window: theta0 = 0.0161 to 0.1875
R below 1.1: theta0 < 0.000359 or > 0.9020
v1/v0 = 5: best theta0 = 0.1354, R = 2.088
v1/v0 = 20: best theta0 = 0.0566, R = 3.881
v1/v0 = 100: best theta0 = 0.0176, R = 7.900
theta0 = 0.98, mean bottom/wall speed until gap = 0.1 w:
  with ceiling 1.019, without ceiling 9.02
R with losses, theta0 = 0.0001, 0.06, 0.98:
  half transfer: 1.025, 3.244, 1.019
  burial length 1000 nm: 1.031, 3.845, 1.044
copper: D = 5.0e-06 cm2/s, c = 0.25 mol/L, outer layer 50 um
trench depletion at theta0 = 0.98: initial 0.31 %, at gap 0.1 w 0.97 %
outer-layer depletion at 20 mA/cm2 = 41.5 %
theta0 = 0.0001, gap 1 nm: bottom 50.19 nm, wall 49.50 nm
surface-mixing scale w*v1 = 7.36e-12 cm2/s
```
